Asymmetric step feeding and the onset of step bunching during growth

**1. Two widths and one-sided feeding**

Consider a staircase of straight steps descending to the right. Atoms deposited on the terraces diffuse to the steps and attach, so every step advances to the right. Let the terraces be alternately wide and narrow, with widths l + δ and l − δ, and let F be the deposition rate in monolayers per second. Lengths are measured in lattice sites, and each step is one atomic layer high.

Suppose first that every atom joins the step at the right-hand end of its terrace, arriving there from above. A step is then fed by the terrace behind it. The step at the right of a wide terrace advances at F(l + δ), and the step at its left, which has a narrow terrace behind it, advances at F(l − δ). The wide terrace therefore widens at the rate

dδ/dt = F(l + δ) − F(l − δ) = 2Fδ. (1)

The difference between the widths grows exponentially, and the steps approach each other in pairs.

Now suppose that every atom joins the step at the left-hand end of its terrace, arriving from below. The two velocities are interchanged and dδ/dt = −2Fδ, so the widths become equal. If the atoms divide equally, each step receives half the atoms of one wide and one narrow terrace. All steps then move at Fl, and δ stays constant.

The direction of feeding thus decides between regular steps and pairs. What remains is to treat partial asymmetry, perturbations of any wavelength, and an asymmetry that is itself set by diffusion.

**2. The step equations**

Let step n be at x_n, with n increasing to the right, down the staircase. Terrace n lies in front of step n and has width

l_n = x_{n+1} − x_n. (2)

A fraction (1 + b)/2 of the atoms landing on terrace n joins step n, from the lower side. The remaining fraction (1 − b)/2 joins step n+1, from the upper side. The asymmetry b lies between −1 and 1, and for now it is the same constant for all terraces.

An energy barrier against descending a step, the normal Ehrlich-Schwoebel effect, favours attachment from below and gives b > 0. The inverse effect, in which attachment from above is easier, gives b < 0. If b were defined with the two sides exchanged, every sign attached to it below would change.

Assume that no atoms desorb, no islands form on the terraces, and no atoms cross a step without attaching. The steps stay straight and do not repel one another. Per site of step edge, terrace n collects F l_n atoms per second, and one atom per edge site advances the step by one site. Step n is fed by terrace n in front and terrace n−1 behind, so

dx_n/dt = (F/2)[(1 + b)l_n + (1 − b)l_{n−1}]. (3)

For equal widths l this gives the velocity Fl for every b. The asymmetry is invisible in the uniform motion.

To find the change in width, write (3) for step n+1 and subtract (3) for step n:

dl_n/dt = (F/2)[(1 + b)(l_{n+1} − l_n) + (1 − b)(l_n − l_{n−1})]. (4)

**3. Growth rate of a perturbation**

Put l_n = l + δl_n. The constant l cancels from the differences in (4), so δl_n obeys the same equation. Its coefficients do not depend on n, which permits the solutions

δl_n = ε exp(ipn + σt), (5)

where p is the phase advance from one terrace to the next. The physical perturbation is the real part. It suffices to take −π < p ≤ π, because adding 2π to p changes nothing at integer n.

In (5), δl_{n+1} = exp(ip) δl_n and δl_{n−1} = exp(−ip) δl_n. Substitution in (4) and division by δl_n give

σ = (F/2)[(1 + b)(e^{ip} − 1) + (1 − b)(1 − e^{−ip})]. (6)

Collect the terms without b and those with b:

σ = (F/2)[(e^{ip} − e^{−ip}) + b(e^{ip} + e^{−ip} − 2)]. (7)

The first bracket is 2i sin p and the second is 2cos p − 2. Hence

σ = F[i sin p − b(1 − cos p)], (8)

Re σ = −bF(1 − cos p). (9)

Since 1 − cos p is positive for every p ≠ 0 in the chosen range, b > 0 damps all these perturbations and b < 0 amplifies them all. At p = 0 all widths change equally. This is another uniform staircase, and it is neutral.

The factor 1 − cos p is largest at p = π, where the widths alternate. The pairing rate is −2bF, which reproduces ±2F of Section 1 for b = ∓1. For small p, 1 − cos p ≈ p²/2 and

Re σ ≈ −bFp²/2. (10)

This is the decay law of diffusion along the step index, with diffusion constant bF/2. Inverse asymmetry makes that constant negative.

The imaginary part of σ moves the pattern without changing its amplitude. The phase pn + Ft sin p is constant at an index that changes at the rate −F sin p/p, so the pattern passes back from step to step. Meanwhile the steps themselves advance at Fl. In the laboratory the crests of the pattern therefore have the phase velocity

V = Fl(1 − sin p/p), (11)

which tends to zero for long waves. A localized group of waves moves instead with the group velocity. Its index changes at the rate −d(F sin p)/dp = −F cos p, so its laboratory velocity is Fl(1 − cos p), which also tends to zero for long waves. Crowded regions of large extent therefore stay nearly in place while steps pass through them.

**4. The same result without modes**

Take N terraces in a periodic train of fixed total length. Multiply (4), written for δl_n, by 2δl_n and sum over n. Define

C₀ = Σ δl_n², C₁ = Σ δl_n δl_{n+1}. (12)

Periodicity also gives Σ δl_n δl_{n−1} = C₁, so

dC₀/dt = F[(1 + b)(C₁ − C₀) + (1 − b)(C₀ − C₁)] = −2bF(C₀ − C₁). (13)

Expanding the square gives Σ(δl_{n+1} − δl_n)² = 2C₀ − 2C₁. Therefore

d/dt Σ δl_n² = −bF Σ(δl_{n+1} − δl_n)². (14)

For b < 0 the spread of widths increases whenever neighbouring terraces differ. No small-amplitude approximation was made: for constant b, (4) is linear, and (14) holds until two steps touch.

**5. Where the asymmetry comes from**

A constant b is a model assumption. To see what diffusion gives, consider one terrace of width w, with 0 < x < w. Let ρ(x) be the adatom density per site in excess of its equilibrium value at a step. That value is taken to be the same at all steps, so it drops out of the differences that drive attachment. If the density adjusts quickly compared with the motion of the steps, it satisfies

D d²ρ/dx² + F = 0, (15)

where D is the diffusion constant in sites² per second.

Attachment at each edge is proportional to the excess density there. Write the rate coefficients as D/d₊ for attachment from below, at x = 0, and D/d₋ for attachment from above, at x = w. A long attachment length d₊ or d₋ means slow attachment. The current toward the left edge is +Dρ′ and that toward the right edge is −Dρ′, so

Dρ′(0) = Dρ(0)/d₊, −Dρ′(w) = Dρ(w)/d₋. (16)

Integrating (15) twice gives ρ = −Fx²/(2D) + Ax + B. The left condition gives B = A d₊. The right condition, multiplied by d₋/D, becomes

d₋(Fw/D − A) = −Fw²/(2D) + A(w + d₊). (17)

Collecting the terms in A,

A = (F/D) w(w/2 + d₋)/(w + d₊ + d₋). (18)

The flux to the left step is J₊ = DA. All Fw atoms reach one edge or the other, so the flux to the right step is J₋ = Fw − J₊:

J₊ = Fw(w/2 + d₋)/(w + d₊ + d₋),
J₋ = Fw(w/2 + d₊)/(w + d₊ + d₋). (19)

By the definition of the fractions, b = (J₊ − J₋)/(Fw). Hence

b(w) = (d₋ − d₊)/(w + d₊ + d₋). (20)

Slow attachment from below, d₊ > d₋, is the inverse effect and gives b < 0. The asymmetry now depends on the width, so (9) cannot be taken over unchanged.

**6. The asymmetry that controls stability**

Let g(w) = w b(w). The fluxes are J₊ = F[w + g(w)]/2 and J₋ = F[w − g(w)]/2. Step n moves at J₊(l_n) + J₋(l_{n−1}), and therefore

dl_n/dt = J₊(l_{n+1}) − J₊(l_n) + J₋(l_n) − J₋(l_{n−1}). (21)

For small deviations from l, each flux changes by its derivative times δl. With

b_e = dg/dw at w = l, (22)

the derivatives of J₊ and J₋ are F(1 + b_e)/2 and F(1 − b_e)/2. The linearized form of (21) is then (4) with b replaced by b_e, and the steps from (5) to (9) give

Re σ = −b_e F(1 − cos p). (23)

For constant b, g = bw and b_e = b. For diffusion, write s = d₊ + d₋. Then g = (d₋ − d₊)w/(w + s), and since the derivative of w/(w + s) is s/(w + s)²,

b_e = (d₋ − d₊)s/(l + s)² = b(l) s/(l + s). (24)

The two asymmetries have the same sign, so inverse feeding still destabilizes the train. They answer different questions, however: b says how all the atoms of a terrace divide, and b_e says how the additional atoms divide when the terrace widens slightly.

If l ≪ s, attachment limits the flow, b hardly varies with width, and b_e ≈ b. If l ≫ s, the flux difference Fg approaches the constant F(d₋ − d₊). Widening the terrace then adds nearly equal numbers of atoms to both edges, and b_e ≈ (d₋ − d₊)s/l² is much smaller in magnitude than b.

A further case is d₋ = 0, where the upper side attaches without resistance. Then b = −d₊/(l + d₊) and b_e = −b². When d₊ ≫ l both tend to −1, which is the one-sided feeding of (1).

**7. When the quasi-static description holds**

Equation (15) omits two small flows. Adatoms are stored on a terrace as its density changes, and a moving step sweeps up adatoms in its path. For adatom coverage θ, the sweeping flow is of order θFl, since the step velocity is about Fl. Storage is of order |σ|θl, which is no larger in order of magnitude because |σ| is at most of order F. Relative to the feeding flux Fl, both are of order θ. They can shift the division of atoms by a comparable fraction, so (23) with (24) can be trusted when

θ ≪ |b_e|. (25)

This is a sufficient condition and an estimate of order, not a calculation of the correction. The numerical factor is left open; it depends on p and need not be the same for the excess and the equilibrium density. The coverage θ includes the equilibrium part.

The largest excess density follows from ρ′ = 0. Since ρ′ = A − Fx/D, the maximum is at x = c with c = DA/F = J₊/F. Using B = A d₊ and A = Fc/D,

ρ_max = (F/D)(c²/2 + c d₊). (26)

For l ≫ s and l ≫ d₊, c ≈ l/2 and ρ_max ≈ Fl²/(8D). It rises as l², while |b_e| falls as 1/l². On sufficiently wide terraces condition (25) must fail, and then the sign of b_e alone no longer settles the stability.

**8. A worked case**

Take round model parameters: l = 50 sites, d₊ = 45 sites, d₋ = 5 sites, F = 0.1 monolayer/s and D = 10⁶ sites²/s. Then s = 50 sites, and (19) gives

J₊ = 0.1 × 50 × 30/100 = 1.5 sites/s,
J₋ = 0.1 × 50 × 70/100 = 3.5 sites/s.

The uniform step velocity is their sum, 5 sites/s. The asymmetries are

b = (5 − 45)/100 = −0.4,
b_e = −0.4 × 50/100 = −0.2.

The growth rates from (23) are

p = π/6: Re σ = 0.00268 s⁻¹,
p = π/2: Re σ = 0.0200 s⁻¹,
p = π: Re σ = 0.0400 s⁻¹.

Pairing grows by a factor e in 1/0.04 = 25 s, during which 2.5 monolayers are deposited. Using b in place of b_e would give 0.08 s⁻¹, twice the correct rate. Exchanging d₊ and d₋ turns the inverse effect into the normal one and gives −0.04 s⁻¹, so the same perturbation decays. Both pairing rates are confirmed in the numerical output by differentiating the response of a train whose fluxes come from a discretized diffusion equation.

For the coverage, c = 1.5/0.1 = 15 sites, and (26) gives

ρ_max = 10⁻⁷ × (112.5 + 675) = 7.9 × 10⁻⁵.

This is about 4 × 10⁻⁴ of |b_e|. Condition (25) is well satisfied, provided the equilibrium coverage is small too.

The assumption that no islands form is more demanding. Adatoms meet at a rate of order Dρ² per site. With ρ_max for ρ, and the 10 s needed to deposit one layer, this gives about 10⁶ × (7.9 × 10⁻⁵)² × 10 ≈ 0.06 meetings per site. The worked case therefore applies only if such pairs usually break up again before they grow into islands. If pairs were stable, islands would form on these terraces and the step equations would not hold.

With l = 500 sites and the other parameters unchanged, b = −0.073 and b_e = −0.0066. Now c = 500 × (1 − 0.073)/2 ≈ 232 sites, and (26) gives ρ_max ≈ 10⁻⁷ × (26,900 + 10,400) ≈ 3.7 × 10⁻³. This is more than half of |b_e|. The quasi-static growth rate, and even its sign for pairing, is therefore unreliable for this wider train at the same F and D. The meeting estimate also rises, to 10⁶ × (3.7 × 10⁻³)² × 10 ≈ 140 per site, so the absence of islands is far harder to maintain here. A smaller F/D lowers the excess density without changing b_e. It restores the condition if the equilibrium coverage is also much smaller than |b_e|.

**9. From a small modulation to contact**

The alternating pattern can be followed beyond small amplitudes. Let terrace n have width l + δ and its neighbours l − δ. In (21) the parts of the fluxes without g cancel, and the parts with g give

dδ/dt = F[g(l − δ) − g(l + δ)]. (27)

Insert g = (d₋ − d₊)w/(w + s) and use a common denominator. The numerator of the difference of the two fractions is

(l − δ)(l + δ + s) − (l + δ)(l − δ + s) = −2sδ, (28)

because the products l² − δ² cancel. The denominator is (l + s + δ)(l + s − δ) = (l + s)² − δ². Therefore

dδ/dt = 2F(d₊ − d₋)s δ/[(l + s)² − δ²]. (29)

For small δ this is −2b_e Fδ, in agreement with (23) at p = π. As δ grows the denominator decreases, so for inverse feeding the relative growth rate increases.

Separate the variables:

[(l + s)²/δ − δ] dδ = 2(d₊ − d₋)sF dt. (30)

Integrating from δ₀ at t = 0 to contact at δ = l gives the deposited amount

Ft = [(l + s)² ln(l/δ₀) − (l² − δ₀²)/2]/[2(d₊ − d₋)s]. (31)

For an initial modulation of 1 per cent, δ₀ = 0.5 site and l/δ₀ = 100. With the parameters of Section 8,

Ft = [10,000 × ln 100 − (2500 − 0.25)/2]/4000 = 11.2 monolayers. (32)

Contact occurs after 112 s. Extending the linear law to δ = l would give 11.5 monolayers. The difference of 0.3 monolayer is the second term in (31), and it comes from the faster growth at large amplitude. As a test, the step positions were integrated with numerically computed diffusion fluxes until the narrow terraces had shrunk to 0.05 l. This took 11.10 monolayers, in agreement with the integral of (30) to the same width.

**10. What the instability does and does not establish**

The calculation shows that, under the assumptions of Section 2 and where condition (25) holds, inverse feeding makes a uniform train unstable and brings steps together. It does not describe large bunches. After contact one must specify whether steps merge, repel or exchange atoms, and equation (3) contains no such rule. Repulsion would also oppose the approach, and if it is strong enough it can suppress pairing from the start while longer waves still grow. Equation (31) therefore applies only when repulsion is negligible down to the widths considered.

Nor need an irregular train form perfect pairs. Near p = π, put p = π − q. Then 1 − cos p = 1 + cos q ≈ 2 − q²/2, so modes with small q grow almost as fast as exact alternation. Their sum is alternation whose strength varies along the train, and some pairs touch before others. This envelope is not fixed to the steps. Since cos(pn + Ft sin p) = (−1)ⁿ cos(qn − Ft sin q), it moves forward by about one terrace per monolayer, so a given terrace can change from wide to narrow before contact occurs. Longer waves also grow, but more slowly: in the worked case the rate at p = π/6 is about one fifteenth of the pairing rate. Which bunch sizes eventually prevail is a question for a model that continues past contact.

Calculated quantities

```
Deposition rate F = 0.100 monolayer/s
Diffusion constant D = 1.0e+06 sites^2/s
Mean terrace width l = 50.0 sites
Attachment length from below d_plus = 45.0 sites
Attachment length from above d_minus = 5.0 sites
Numerical flux to step from below = 1.5000 sites/s
Numerical flux to step from above = 3.5000 sites/s
Uniform step velocity = 5.0000 sites/s
Asymmetry b = -0.4000 (dimensionless)
Effective asymmetry b_e = -0.2000 (dimensionless)
p = pi/6: Re sigma = 0.002679 1/s
p = pi/6: Im sigma = 0.050000 1/s
p = pi/2: Re sigma = 0.020000 1/s
p = pi/2: Im sigma = 0.100000 1/s
p = pi: Re sigma = 0.040000 1/s
p = pi: Im sigma = 0.000000 1/s
Pairing rate from Jacobian, inverse = 0.040000 1/s
Pairing rate from Jacobian, normal = -0.040000 1/s
Pairing rate if b were used for b_e = 0.080000 1/s
Pairing e-folding time = 25.000 s
Pairing e-folding deposit = 2.500 monolayers
Initial pairing amplitude = 0.500 sites
Deposit to width 0.05 l, integration = 11.1027 monolayers
Deposit to width 0.05 l, formula = 11.1027 monolayers
Deposit to contact, formula = 11.2005 monolayers
Time to contact, formula = 112.005 s
Deposit to contact, linear law = 11.5129 monolayers
Maximum excess coverage = 7.875e-05 monolayer
Coverage divided by |b_e| = 3.938e-04
Wide terrace width = 500.0 sites
Wide terrace b = -0.07273 (dimensionless)
Wide terrace b_e = -0.00661 (dimensionless)
Largest relative error, constant-b modes = 3.3e-08
Largest error / F, diffusion-fed modes = 4.0e-09
```
